# Weak-localization field for a 50 nm phase-coherence length: test program

```python
"""
Result under test: the characteristic weak-localization field of a thin film is
    B_phi = hbar / (4 e L^2),   L = sqrt(D tau_phi) = phase-coherence length,
D = diffusion constant, tau_phi = dephasing time, B = field normal to the film.
At B_phi the level spacing of the interference operator equals 1/tau_phi.
The interference lost in a field is F(b) = digamma(1/2 + 1/b) + ln(b), b = B/B_phi.
Example: film in the regime of amorphous indium zinc oxide, rough typical inputs.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq
from scipy.spatial.transform import Rotation
from scipy.special import digamma

hbar, e, kB, m0 = const.hbar, const.e, const.k, const.m_e
mu_bohr = const.physical_constants["Bohr magneton"][0]
nm = 1e-9


def field_phi(length):
    return hbar / (4 * e * length**2)


def lost(b):
    """Lost interference F(b), closed form."""
    return digamma(0.5 + 1 / b) + np.log(b)


def loop_integrand(t, b):
    """Loops of duration t (in tau_phi): weight times lost interference."""
    y = b * t / 2
    return np.exp(-t) / t * (1 - y / np.sinh(y))


# ---- inputs of the example ----
L = 50 * nm
thickness = 10 * nm
density = 1e26            # m^-3
mobility = 30e-4          # m^2/Vs
mass = 0.3 * m0
temperature = 5.0         # K
spin_length = 200 * nm    # trial value, not a material constant
B_phi = field_phi(L)

# ---- test: phase difference of a loop and its reverse, on an ellipse ----
angle = np.linspace(0, 2 * np.pi, 4001)
x_loop, y_loop = 40 * nm * np.cos(angle), 25 * nm * np.sin(angle)


def path_phase(x, y):
    return e / hbar * np.sum(B_phi * (x[1:] + x[:-1]) / 2 * np.diff(y))


difference = path_phase(x_loop, y_loop) - path_phase(x_loop[::-1], y_loop[::-1])
ellipse_area = np.pi * 40 * 25 * nm**2
assert abs(difference / (2 * e * B_phi * ellipse_area / hbar) - 1) < 1e-5

# ---- test: levels of the charge-2e operator by finite differences ----
# Lengths in nm; the eigenvalues times L^2 are decay rates times tau_phi.
step = 1.0
grid = np.arange(-600, 601) * step
stiffness = 2 * e * B_phi / hbar * nm**2
levels = eigh_tridiagonal(2 / step**2 + (stiffness * grid)**2,
                          -np.ones(grid.size - 1) / step**2,
                          eigvals_only=True, select="i", select_range=(0, 3))
rates = levels * (L / nm)**2
assert np.allclose(np.diff(rates), 1.0, atol=1e-3)
assert abs(rates[0] - 0.5) < 1e-3


# ---- test: mean interference factor from all closed lattice walks ----
def return_amplitude(steps, plaquette_phase):
    half = steps // 2 + 1
    sites = np.arange(-half, half + 1)
    phase = np.exp(1j * plaquette_phase * sites)[:, None]
    amp = np.zeros((sites.size, sites.size), complex)
    amp[half, half] = 1
    for _ in range(steps):
        amp = (np.roll(amp, 1, 0) + np.roll(amp, -1, 0)
               + phase * np.roll(amp, 1, 1)
               + phase.conj() * np.roll(amp, -1, 1)) / 4
    return amp[half, half].real


def walk_factor(steps, y):
    # D t = steps/4 in lattice units, so y = plaquette_phase * steps / 4
    return return_amplitude(steps, 4 * y / steps) / return_amplitude(steps, 0.0)


for y in (1.0, 2.0):
    continuum = 2 * walk_factor(200, y) - walk_factor(100, y)
    assert abs(continuum - y / np.sinh(y)) < 2e-3   # remaining lattice error

# ---- test: rms area of random closed diffusive loops, D t = 1 ----
rng = np.random.default_rng(7)
moves = rng.normal(0, np.sqrt(2 / 300), (2, 20000, 300))
moves -= moves.mean(axis=2, keepdims=True)
px, py = np.cumsum(moves, axis=2)
areas = 0.5 * np.sum(px * np.roll(py, -1, 1) - np.roll(px, -1, 1) * py, axis=1)
rms_sampled = np.sqrt(np.mean(areas**2))
assert abs(rms_sampled * np.sqrt(3) - 1) < 0.04     # sampling noise near 1 %

# ---- test: loop integral against the digamma form and its limits ----
for b in (0.3, 1.0, 3.0, 15.0):
    direct = quad(loop_integrand, 0, 40, args=(b,), limit=200)[0]
    assert abs(direct - lost(b)) < 1e-7
weak = quad(loop_integrand, 0, 40, args=(0.05,), epsabs=1e-12, limit=200)[0]
assert abs(weak / (0.05**2 / 24) - 1) < 0.01
strong = quad(loop_integrand, 0, 5, args=(200.0,), limit=400)[0]
strong += quad(lambda t: np.exp(-t) / t, 5, 60)[0]
assert abs(strong - (np.log(200.0) + digamma(0.5))) < 0.04

# ---- test: transverse diffusion mode between reflecting faces ----
cells = 400
diagonal = np.full(cells, 2.0)
diagonal[[0, -1]] = 1.0
mode = eigh_tridiagonal(diagonal, -np.ones(cells - 1), eigvals_only=True,
                        select="i", select_range=(0, 1)) * cells**2
assert abs(mode[0]) < 1e-6 and abs(mode[1] / np.pi**2 - 1) < 1e-4

# ---- test: interference weight under random spin rotations ----
turn = 0.1
pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
pair_map = np.zeros((4, 4), complex)
vector_map = np.zeros((3, 3))
for axis in range(3):
    for sign in (1, -1):
        u = (np.cos(turn / 2) * np.eye(2)
             - 1j * sign * np.sin(turn / 2) * pauli[axis])
        pair_map += np.kron(u, u) / 6
        vector_map += Rotation.from_rotvec(
            sign * turn * np.eye(3)[axis]).as_matrix() / 6
assert np.allclose(vector_map, vector_map[0, 0] * np.eye(3))
for count in (50, 200, 1000):
    pair = np.linalg.matrix_power(pair_map, count).reshape(2, 2, 2, 2)
    weight = 0.5 * np.einsum("abba", pair).real
    polarization = np.trace(np.linalg.matrix_power(vector_map, count)) / 3
    assert abs(weight - (3 * polarization - 1) / 2) < 1e-10


def lost_with_spin(b, length):
    ratio = (L / length)**2
    return 1.5 * lost(b / (1 + ratio)) - 0.5 * lost(b)


def spin_integrand(t, b, length):
    p = np.exp(-t * (L / length)**2)
    return loop_integrand(t, b) * (3 * p - 1) / 2


spin_direct = quad(spin_integrand, 0, 40, args=(1.0, spin_length), limit=200)[0]
assert abs(spin_direct - lost_with_spin(1.0, spin_length)) < 1e-7
critical_length = L / np.sqrt(np.sqrt(3) - 1)
numeric_critical = brentq(lambda s: lost_with_spin(0.02, s * nm), 30, 120) * nm
assert abs(numeric_critical / critical_length - 1) < 1e-3

# ---- transport numbers of the example ----
k_fermi = (3 * np.pi**2 * density)**(1 / 3)
v_fermi = hbar * k_fermi / mass
E_fermi = (hbar * k_fermi)**2 / (2 * mass)
tau = mobility * mass / e
free_path = v_fermi * tau
D = v_fermi * free_path / 3
tau_phi = L**2 / D
# Einstein relation with the free-electron density of states
dos = 3 * density / (2 * E_fermi)
assert abs(e * dos * D / (density * mobility) - 1) < 1e-10
assert free_path < thickness < L
assert abs(B_phi * 1e3 - 66) < 0.5

# ---- neglected effects at B = B_phi ----
mode_numbers = np.arange(1, 21)
mode_fields = 1 + (mode_numbers * np.pi * L / thickness)**2
thickness_part = np.sum(lost(1 / mode_fields)) / lost(1.0)
short_part = quad(loop_integrand, 0, tau / tau_phi, args=(1.0,),
                  epsabs=1e-14)[0] / lost(1.0)
spin_part = lost_with_spin(1.0, spin_length) / lost(1.0) - 1
zeeman = 2 * mu_bohr * B_phi / (kB * temperature)
sheet = density * e * mobility * thickness
g_sheet = sheet / (e**2 / const.h)
L_room = L * np.sqrt(temperature / 300)
assert thickness_part < 1e-3 and short_part < 1e-3
assert L_room < thickness
b_unit = brentq(lambda b: lost(b) - 1, 1, 100)
rms_area = L**2 / np.sqrt(3)


def show(label, value, unit="", form=".4g"):
    print(f"{label}: {value:{form}} {unit}".rstrip())


show("hbar/e", hbar / e, "V s", ".5e")
show("Coherence length L", L / nm, "nm")
show("B_phi", B_phi * 1e3, "mT", ".2f")
show("B_phi for L = 45 nm", field_phi(45 * nm) * 1e3, "mT", ".1f")
show("B_phi for L = 55 nm", field_phi(55 * nm) * 1e3, "mT", ".1f")
show("Magnetic length sqrt(hbar/eB) at B_phi", np.sqrt(hbar / e / B_phi) / nm, "nm")
show("Flux B_phi L^2 over h/2e", B_phi * L**2 / (const.h / (2 * e)))
show("Lowest level rate x tau_phi at B_phi (numeric)", rates[0], "", ".4f")
show("Level spacing x tau_phi at B_phi (numeric)", rates[1] - rates[0], "", ".4f")
show("rms loop area at t = tau_phi", rms_area / nm**2, "nm^2", ".0f")
show("Sampled rms area / (D t)", rms_sampled, "", ".3f")
show("rms phase difference at B_phi", 2 * e * B_phi * rms_area / hbar, "rad", ".3f")
for b in (0.1, 1.0, 10.0):
    show(f"F at B/B_phi = {b:g}", lost(b), "", ".5f")
show("Low-field parabola at B_phi", 1 / 24, "", ".5f")
show("High-field log form at 10 B_phi", np.log(10) + digamma(0.5), "", ".4f")
show("B/B_phi where F = 1", b_unit, "", ".2f")
show("Field where F = 1", b_unit * B_phi * 1e3, "mT", ".0f")
show("Film thickness", thickness / nm, "nm")
show("Electron density", density * 1e-6, "cm^-3", ".1e")
show("Mobility", mobility * 1e4, "cm2/Vs")
show("Effective mass", mass / m0, "electron masses")
show("Temperature", temperature, "K")
show("Fermi wave number", k_fermi * nm, "nm^-1", ".3f")
show("Fermi velocity", v_fermi, "m/s", ".3e")
show("Fermi energy", E_fermi / e, "eV", ".3f")
show("Scattering time", tau * 1e15, "fs", ".2f")
show("Mean free path", free_path / nm, "nm", ".2f")
show("k_F x mean free path", k_fermi * free_path, "", ".2f")
show("Diffusion constant", D * 1e4, "cm2/s", ".2f")
show("Dephasing time", tau_phi * 1e12, "ps", ".2f")
show("Thickness modes, share of F at B_phi", thickness_part, "", ".1e")
show("Loops shorter than tau, share of F at B_phi", short_part, "", ".1e")
show("Trial spin length", spin_length / nm, "nm")
show("Spin relaxation, change of F at B_phi", 100 * spin_part, "%", ".1f")
show("Spin length where low-field sign flips", critical_length / nm, "nm", ".1f")
show("Zeeman energy / kT at B_phi (g = 2)", zeeman, "", ".4f")
show("Square of that ratio", zeeman**2, "", ".1e")
show("Classical (mobility x B_phi)^2", (mobility * B_phi)**2, "", ".1e")
show("kT / Fermi energy", kB * temperature / E_fermi, "", ".1e")
show("Sheet conductance", sheet * 1e3, "mS", ".3f")
show("Sheet conductance g in e^2/h", g_sheet, "", ".1f")
show("Small parameter 1/g", 1 / g_sheet, "", ".3f")
show("L at 300 K if L ~ T^(-1/2)", L_room / nm, "nm", ".2f")
show("Formal B_phi at that L", field_phi(L_room), "T", ".2f")
print("all assertions hold")
```

It prints:

```
hbar/e: 6.58212e-16 V s
Coherence length L: 50 nm
B_phi: 65.82 mT
B_phi for L = 45 nm: 81.3 mT
B_phi for L = 55 nm: 54.4 mT
Magnetic length sqrt(hbar/eB) at B_phi: 100 nm
Flux B_phi L^2 over h/2e: 0.07958
Lowest level rate x tau_phi at B_phi (numeric): 0.5000
Level spacing x tau_phi at B_phi (numeric): 1.0000
rms loop area at t = tau_phi: 1443 nm^2
Sampled rms area / (D t): 0.577
rms phase difference at B_phi: 0.289 rad
F at B/B_phi = 0.1: 0.00042
F at B/B_phi = 1: 0.03649
F at B/B_phi = 10: 0.76197
Low-field parabola at B_phi: 0.04167
High-field log form at 10 B_phi: 0.3391
B/B_phi where F = 1: 14.19
Field where F = 1: 934 mT
Film thickness: 10 nm
Electron density: 1.0e+20 cm^-3
Mobility: 30 cm2/Vs
Effective mass: 0.3 electron masses
Temperature: 5 K
Fermi wave number: 1.436 nm^-1
Fermi velocity: 5.541e+05 m/s
Fermi energy: 0.262 eV
Scattering time: 5.12 fs
Mean free path: 2.84 nm
k_F x mean free path: 4.07
Diffusion constant: 5.24 cm2/s
Dephasing time: 4.77 ps
Thickness modes, share of F at B_phi: 2.0e-05
Loops shorter than tau, share of F at B_phi: 6.6e-07
Trial spin length: 200 nm
Spin relaxation, change of F at B_phi: -15.5 %
Spin length where low-field sign flips: 58.4 nm
Zeeman energy / kT at B_phi (g = 2): 0.0177
Square of that ratio: 3.1e-04
Classical (mobility x B_phi)^2: 3.9e-08
kT / Fermi energy: 1.6e-03
Sheet conductance: 0.481 mS
Sheet conductance g in e^2/h: 12.4
Small parameter 1/g: 0.081
L at 300 K if L ~ T^(-1/2): 6.45 nm
Formal B_phi at that L: 3.95 T
all assertions hold
```
